# Work of an In-Plane Polarizer's Spin Torque on Perpendicular Precession: test program

```python
# RESULT UNDER TEST
# A macrospin m with easy axis and field along z feels the spin torque
#   s*g(c) m x (m x p),  c = m.p,  p in the plane (along x).
# Constant g: no net work per cycle and no sustained precession.
# g = 1/(1+lam*c): net work per cycle
#   W = (pi*hbar*P*I/e) * (cos(th)/lam) * (1/sqrt(1-lam^2 sin(th)^2) - 1),
# which balances Gilbert damping and sustains a cone of angle th.
# Symbols: s = torque rate, alpha = damping, lam = torque asymmetry,
# P = spin polarization, I = current, th = cone angle from z.
# Rates are in units of gamma*(B+BK), times in the inverse unit.
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq, fsolve
from scipy.special import jnp_zeros

e, hbar, kB, mu0 = const.e, const.hbar, const.k, const.mu_0
gamma = const.physical_constants['electron gyromag. ratio'][0]

# Rough typical values of a CoFeB/MgO junction
diameter, thickness = 60e-9, 2e-9      # m
Ms = 1.4e6                             # A/m
B, BK = 0.20, 0.05                     # T, applied and net anisotropy
alpha, P = 0.005, 0.6
RA = 2e-12                             # ohm m^2, at m.p = 0
barrier = 1e-9                         # m
exchange = 2e-11                       # J/m
load = 50.0                            # ohm
temperature = 300.0                    # K
beta_field = 0.2                       # field-like / damping-like torque
theta = math.radians(40)

area = math.pi * diameter**2 / 4
moment = Ms * area * thickness
Btot = B + BK
b, k = B / Btot, BK / Btot
lam = P**2
R = RA / area
sin_t, cos_t = math.sin(theta), math.cos(theta)


def current(s):
    """Current giving torque rate s (in units of gamma*Btot)."""
    return s * Btot * 2 * e * moment / (hbar * P)


def flow(m, s, lam=0.0, damp=0.0, pz=0.0, beta=0.0, even=0.0, field=b):
    """Velocity dm/dt of the Landau-Lifshitz-Gilbert equation."""
    x, y, z = m
    px = math.sqrt(1 - pz * pz)
    c = px * x + pz * z
    g = s / (1 + lam * c + even * c * c)
    w = field + (1 - field) * z
    fx = -w * y + g * (c * x - px) - beta * g * y * pz
    fy = w * x + g * c * y - beta * g * (z * px - x * pz)
    fz = g * (c * z - pz) + beta * g * y * px
    n = 1 + damp * damp
    return ((fx + damp * (y * fz - z * fy)) / n,
            (fy + damp * (z * fx - x * fz)) / n,
            (fz + damp * (x * fy - y * fx)) / n)


def rk4(m, h, s, kw):
    x, y, z = m
    a = flow(m, s, **kw)
    q = h / 2
    d = flow((x + q*a[0], y + q*a[1], z + q*a[2]), s, **kw)
    f = flow((x + q*d[0], y + q*d[1], z + q*d[2]), s, **kw)
    j = flow((x + h*f[0], y + h*f[1], z + h*f[2]), s, **kw)
    q = h / 6
    x += q * (a[0] + 2*d[0] + 2*f[0] + j[0])
    y += q * (a[1] + 2*d[1] + 2*f[1] + j[1])
    z += q * (a[2] + 2*d[2] + 2*f[2] + j[2])
    r = math.sqrt(x*x + y*y + z*z)
    return x / r, y / r, z / r


def simulate(start_deg, s, total, **kw):
    """Final m, late mean cone angle (deg) and late mean azimuth rate."""
    h = 0.15
    kw['damp'] = alpha
    a = math.radians(start_deg)
    m = (math.sin(a), 0.0, math.cos(a))
    steps, late = int(total / h), int(600 / h)
    for _ in range(steps - late):
        m = rk4(m, h, s, kw)
    zsum, turn, old = 0.0, 0.0, math.atan2(m[1], m[0])
    for _ in range(late):
        m = rk4(m, h, s, kw)
        new = math.atan2(m[1], m[0])
        turn += (new - old + math.pi) % (2 * math.pi) - math.pi
        old = new
        zsum += m[2]
    return m, math.degrees(math.acos(zsum / late)), turn / (late * h)


# --- Work per cycle on a prescribed circle, from the torque vector ---
N = 4000
phases = (np.arange(N) + 0.5) * 2 * math.pi / N
circle = [(sin_t*math.cos(f), sin_t*math.sin(f), cos_t) for f in phases]
w_cone = b + k * cos_t


def work_samples(s, **kw):
    """Energy given to m in each phase interval, in joule."""
    fz = np.array([flow(m, s, **kw)[2] for m in circle])
    dt = 2 * math.pi / (N * w_cone)
    return -moment * Btot * w_cone * fz * dt


root = math.sqrt(1 - (lam * sin_t)**2)
s_bal = alpha * w_cone * lam * sin_t**2 / (cos_t * (1/root - 1))
I_bal = current(s_bal)
W_formula = math.pi*hbar*P*I_bal/e * cos_t/lam * (1/root - 1)
W_asym = work_samples(s_bal, lam=lam)
W_sym = work_samples(s_bal)
W_even = work_samples(s_bal, even=-0.3)
away = np.cos(phases) < 0              # m on the side opposite to p
half = hbar * P * I_bal / e * sin_t * cos_t
assert abs(W_asym.sum() / W_formula - 1) < 1e-9
assert abs(W_sym.sum()) < 1e-10 * half
assert abs(W_even.sum()) < 1e-10 * half
assert abs(W_sym[away].sum() / half - 1) < 1e-5
W_damp = work_samples(0.0, damp=alpha).sum()
W_damp_formula = -2*math.pi*moment*alpha*Btot*w_cone*sin_t**2
assert abs(W_damp / W_damp_formula - 1) < 2 * alpha**2
s_num = brentq(lambda s: work_samples(s, lam=lam, damp=alpha).sum(),
               0.005, 0.1)
assert abs(s_num / s_bal - 1) < 1e-8

# --- Constant g: the function K is conserved, and damping lowers it ---


def K(m, s):
    return (b + s * m[1]) / m[2] - k * math.log(abs(m[2]))


rng = np.random.default_rng(4)
for _ in range(40):
    m = rng.normal(size=3)
    m /= np.linalg.norm(m)
    if abs(m[2]) < 0.1:
        continue
    s, damp, step = rng.uniform(-2, 2), 0.1, 1e-6
    v = np.array(flow(m, s, damp=damp))
    F = np.array(flow(m, s))
    slope = (K(m + step*v, s) - K(m - step*v, s)) / (2 * step)
    expected = -damp * (F @ F) / ((1 + damp**2) * m[2]**2)
    assert abs(slope - expected) < 1e-5 * (1 + abs(expected))
    m[2] = 0.0
    m /= np.linalg.norm(m)             # a point on the equator
    rise = flow(m, s, damp=damp)[2]
    assert abs(rise - damp*(b + s*m[1])/(1 + damp**2)) < 1e-12
m = circle[0]
K_start = K(m, 0.5)
K_drift = 0.0
for _ in range(5000):
    m = rk4(m, 0.02, 0.5, {})
    K_drift = max(K_drift, abs(K(m, 0.5) - K_start))
assert K_drift < 1e-5


def rest_point(s):
    z = 1.0
    for _ in range(200):
        y = -s / (b + k * z)
        z = math.sqrt(1 - y * y)
    return np.array([0.0, y, z])


# --- Time-domain runs ---
inside = simulate(10, s_bal, 8000, lam=lam)
outside = simulate(65, s_bal, 8000, lam=lam)
assert abs(inside[1] - outside[1]) < 0.1
assert abs(inside[1] - 40) < 1.0       # averaging is a small-torque theory
assert abs(inside[2] / w_cone - 1) < 0.005
sym_end = simulate(40, s_bal, 5000)[0]
even_end = simulate(40, s_bal, 5000, even=-0.3)[0]
strong = 0.6
strong_end = simulate(60, strong, 5000)[0]
assert np.linalg.norm(sym_end - rest_point(s_bal)) < 1e-3
assert np.linalg.norm(even_end - rest_point(s_bal)) < 1e-3
assert np.linalg.norm(strong_end - rest_point(strong)) < 1e-3
s_c = 2 * alpha / lam
no_field_end = simulate(20, 1.3 * s_c, 8000, lam=lam, field=0.0)[0]
assert abs(no_field_end[2]) < 0.05     # no cone about z survives

# --- Small-angle expansion of the balancing torque ---
mp.mp.dps = 50


def balance_ratio(t):
    S, C, L = mp.sin(t), mp.cos(t), mp.mpf(lam)
    top = (mp.mpf(b) + (1 - mp.mpf(b)) * C) * L**2 * S**2 / 2
    return top / (C * (1 / mp.sqrt(1 - L**2 * S**2) - 1))


t_small = mp.mpf('1e-6')
curvature = float((balance_ratio(t_small) - 1) / t_small**2)
assert abs(curvature - (b - 1.5 * lam**2) / 2) < 1e-8

# --- Local threshold from the linearized flow at the rest point ---


def trace(s, kw):
    def planar(q, damp):
        z = math.sqrt(max(1 - q[0]**2 - q[1]**2, 0.0))
        return np.array(flow((q[0], q[1], z), s, damp=damp, **kw)[:2])
    q = fsolve(lambda u: planar(u, 0.0), [0.0, -s], xtol=1e-12)
    assert np.linalg.norm(planar(q, 0.0)) < 1e-8
    d, total = 1e-5, 0.0
    for i in range(2):
        u = np.zeros(2)
        u[i] = d
        total += (planar(q+u, alpha)[i] - planar(q-u, alpha)[i]) / (2*d)
    return total


def threshold(**kw):
    return brentq(lambda s: trace(s, kw), 1e-3, 0.6, xtol=1e-10)


def trace_law(s):
    y, z = rest_point(s)[1:]
    return s*lam - alpha*(2*z*(b + k*z) - k*y*y)


s_local = threshold(lam=lam)
assert abs(s_local / brentq(trace_law, 1e-3, 0.6) - 1) < 1e-4
assert abs(s_local / s_c - 1) < 3 * s_c**2

# --- Origin of the asymmetry: junction with an rf load ---


def junction_voltage(Z):
    """Voltage over a cycle; dc current 1 A, rf part closed through Z."""
    n = 64
    c = sin_t * np.cos(np.arange(n) * 2 * math.pi / n)
    A = np.diag((1 + lam * c) / R + 1 / Z) - np.ones((n, n)) / (n * Z)
    return c, np.linalg.solve(A, np.ones(n))


lam_load = lam * load / (load + R)
c, V = junction_voltage(load)
assert np.ptp(V * (1 + lam_load * c)) < 1e-9 * V.mean()
c, V = junction_voltage(1e-6)          # rf short: constant voltage
assert abs(np.mean(c * V)) < 1e-6 * V.mean()
c, V = junction_voltage(1e12)          # rf open: constant current
assert np.ptp(V * (1 + lam * c)) < 1e-6 * V.mean()

# --- Size of neglected effects ---
tilt = B / (mu0 * Ms)                  # single in-plane reference film
s_tilt = threshold(lam=lam, pz=tilt)
g0 = 1 / (1 + lam * tilt)
s_tilt_law = alpha / (g0*tilt + g0**2*lam*(1 - tilt**2)/2)
assert abs(s_tilt / s_tilt_law - 1) < 0.02
s_load = threshold(lam=lam_load)
s_both = threshold(lam=lam_load, pz=tilt)
s_plus = threshold(lam=lam, beta=beta_field)
s_minus = threshold(lam=lam, beta=-beta_field)
s_field_only = threshold(beta=beta_field)
assert abs(s_field_only / math.sqrt(alpha / beta_field) - 1) < 0.05
thermal = math.degrees(math.sqrt(2*kB*temperature/(moment*Btot)))
oersted = mu0 * I_bal / (math.pi * diameter)
k_mode = jnp_zeros(1, 1)[0] / (diameter / 2)
mode_gap = 2 * exchange * k_mode**2 / Ms
I_c = current(s_c)
assert abs(I_c/(4*alpha*e*moment*Btot/(hbar*P*lam)) - 1) < 1e-12

print(f"disk diameter, thickness: {diameter*1e9:.0f}, {thickness*1e9:.0f} nm")
print(f"magnetization: {Ms/1e6:.2f} MA/m")
print(f"applied field, net anisotropy field: {B:.2f}, {BK:.2f} T")
print(f"damping alpha: {alpha}")
print(f"polarization P, asymmetry lam: {P:.2f}, {lam:.2f}")
print(f"RA: {RA*1e12:.1f} ohm um2; resistance at m.p=0: {R:.0f} ohm")
print(f"2*alpha/lam (torque/precession at threshold): {s_c:.4f}")
print(f"threshold current: {I_c*1e3:.4f} mA")
print(f"threshold current density: {I_c/area/1e10:.2f} MA/cm2")
print(f"threshold voltage at m.p=0: {I_c*R:.3f} V")
print(f"exact local / small-angle threshold: {s_local/s_c:.5f}")
print(f"chosen cone angle: {math.degrees(theta):.0f} deg")
print(f"current for this cone: {I_bal*1e3:.4f} mA")
print(f"ratio to threshold current: {I_bal/I_c:.4f}")
print(f"voltage at m.p=0 for this cone: {I_bal*R:.3f} V")
print(f"predicted frequency: {gamma*Btot*w_cone/2/math.pi/1e9:.3f} GHz")
print(f"constant g, gain half: {W_sym[away].sum()/e:.4f} eV")
print(f"constant g, loss half: {W_sym[~away].sum()/e:.4f} eV")
print(f"constant g, net below 1e-9 eV: {abs(W_sym.sum()/e) < 1e-9}")
print(f"asymmetric g, gain half: {W_asym[away].sum()/e:.4f} eV")
print(f"asymmetric g, loss half: {W_asym[~away].sum()/e:.4f} eV")
print(f"asymmetric g, net work per cycle: {W_asym.sum()/e:.4f} eV")
print(f"damping work per cycle: {W_damp/e:.4f} eV")
print(f"simulated cone from 10 deg start: {inside[1]:.2f} deg")
print(f"simulated cone from 65 deg start: {outside[1]:.2f} deg")
f_sim = gamma * Btot * inside[2] / 2 / math.pi / 1e9
print(f"simulated frequency: {f_sim:.3f} GHz")
end_tilt = math.degrees(math.acos(sym_end[2]))
print(f"constant g, static end tilt from z: {end_tilt:.2f} deg")
end_tilt = math.degrees(math.acos(strong_end[2]))
print(f"strong constant-g drive s/(gamma*Btot): {strong:.2f}")
print(f"strong constant-g drive, static end tilt: {end_tilt:.1f} deg")
print(f"zero applied field, drive/threshold: {1.3:.1f}")
print(f"zero applied field, final m.p: {no_field_end[0]:.3f}")
print(f"theta^2 coefficient of drive/threshold: {curvature:.4f}")
print(f"least B/(B+BK) for a stable small cone: {1.5*lam**2:.4f}")
print(f"polarizer tilt component p_z: {tilt:.3f}")
print(f"threshold factor, tilt: {s_tilt/s_c:.3f}")
print(f"asymmetry with {load:.0f} ohm rf load: {lam_load:.4f}")
print(f"threshold factor, rf load: {s_load/s_c:.2f}")
print(f"threshold voltage, rf load: {current(s_load)*R:.2f} V")
print(f"threshold factor, tilt and rf load: {s_both/s_c:.3f}")
print(f"field-like torque ratio: +/-{beta_field:.1f}")
print(f"threshold factors, +/-: {s_plus/s_c:.3f}, {s_minus/s_c:.3f}")
print(f"lam=0, field-like +: threshold factor {s_field_only/s_c:.2f}")
print(f"thermal rms angle at {temperature:.0f} K: {thermal:.2f} deg")
print(f"Oersted field at disk edge: {oersted*1e3:.2f} mT")
print(f"exchange gap to first nonuniform mode: {mode_gap*1e3:.0f} mT")
print(f"barrier field at cone current: {I_bal*R/barrier/1e8:.2f} MV/cm")
print("all tests passed")
```

It prints:

```
disk diameter, thickness: 60, 2 nm
magnetization: 1.40 MA/m
applied field, net anisotropy field: 0.20, 0.05 T
damping alpha: 0.005
polarization P, asymmetry lam: 0.60, 0.36
RA: 2.0 ohm um2; resistance at m.p=0: 707 ohm
2*alpha/lam (torque/precession at threshold): 0.0278
threshold current: 0.2784 mA
threshold current density: 9.85 MA/cm2
threshold voltage at m.p=0: 0.197 V
exact local / small-angle threshold: 0.99946
chosen cone angle: 40 deg
current for this cone: 0.3325 mA
ratio to threshold current: 1.1941
voltage at m.p=0 for this cone: 0.235 V
predicted frequency: 6.678 GHz
constant g, gain half: 0.4035 eV
constant g, loss half: -0.4035 eV
constant g, net below 1e-9 eV: True
asymmetric g, gain half: 0.4950 eV
asymmetric g, loss half: -0.3422 eV
asymmetric g, net work per cycle: 0.1528 eV
damping work per cycle: -0.1528 eV
simulated cone from 10 deg start: 40.11 deg
simulated cone from 65 deg start: 40.11 deg
simulated frequency: 6.672 GHz
constant g, static end tilt from z: 1.90 deg
strong constant-g drive s/(gamma*Btot): 0.60
strong constant-g drive, static end tilt: 38.9 deg
zero applied field, drive/threshold: 1.3
zero applied field, final m.p: -1.000
theta^2 coefficient of drive/threshold: 0.3028
least B/(B+BK) for a stable small cone: 0.1944
polarizer tilt component p_z: 0.114
threshold factor, tilt: 0.659
asymmetry with 50 ohm rf load: 0.0238
threshold factor, rf load: 13.56
threshold voltage, rf load: 2.67 V
threshold factor, tilt and rf load: 1.437
field-like torque ratio: +/-0.2
threshold factors, +/-: 0.975, 1.027
lam=0, field-like +: threshold factor 5.60
thermal rms angle at 300 K: 3.71 deg
Oersted field at disk edge: 2.22 mT
exchange gap to first nonuniform mode: 108 mT
barrier field at cone current: 2.35 MV/cm
all tests passed
```
